Why heating lowers the wind valence but not the wind force

Suppose the wind valence of a migrating ion in a metal line is known at 573 K, the temperature of an accelerated test, and the wind force is wanted at 378 K, a hot condition of use, at the same current density. In the model solved below the valence at 573 K is −7.17 and the field at 378 K is 2.69 V/cm. Multiplying them gives a force of 1.93 µeV/nm in magnitude. The correct value is 2.79 µeV/nm, so the estimate is 31 % too low. The mistake is to carry a valence from one temperature to another as if it belonged to the ion. It belongs to the ion and to the metal's mean free path together. In the model below, the quantity that carries over is the wind force, at fixed current density at the ion. The limits of this rule for real lines are given near the end.

**The model**

Electrons of charge −e, mass m and density n form a degenerate gas with a spherical Fermi surface, Fermi momentum p_F and Fermi speed v_F = p_F/m. The field E and the current density j point along z. The ion is heavy and nearly at rest, so it scatters electrons elastically. Its differential cross-section dσ/dΩ depends only on the deflection angle θ, and its transport cross-section is

S = ∫ (1 − cos θ) (dσ/dΩ) dΩ.

S and n are taken as independent of temperature. Phonons, impurities and boundaries form a background that limits the mean free path l. The wind force F_w is the momentum per unit time that the electrons give to the ion, and the wind valence Z_w is defined by F_w = Z_w e E.

**The force follows from the current**

An electron deflected from k to k′ gives the ion the momentum ħ(k − k′). With occupation f(k), and ∫_k standing for ∫ 2d³k/(2π)³ (the 2 counts spin), the force is

F_w = ∫_k f(k) v ∫ dΩ′ (dσ/dΩ′) [1 − f(k′)] ħ(k_z − k′_z).

The bracket expresses Pauli blocking. Its contribution contains the product f(k) f(k′). Exchanging k and k′ leaves this product, the speed and the cross-section unchanged, because the two states have equal energy, but it reverses the sign of k_z − k′_z. The contribution therefore integrates to zero, and the bracket may be replaced by 1.

Next, average over outgoing directions. The part of k′ perpendicular to k averages to zero because all azimuths about k are equally likely. The parallel part is k cos θ. Hence

∫ dΩ′ (dσ/dΩ′) (k_z − k′_z) = k_z ∫ (1 − cos θ)(dσ/dΩ) dΩ = S k_z,

F_w = ∫_k f v S ħk_z.

The equilibrium occupation f₀ is even in k_z and contributes nothing. What remains is δf = f − f₀, which for a weak field lies in a thin shell at the Fermi energy. There v = v_F, and S has its Fermi-energy value. Both come out of the integral, and with ħk_z = m v_z,

F_w = m v_F S ∫_k δf v_z.

The current density is j = −e ∫_k δf v_z, so the integral equals −j/e:

F_w = −(p_F S/e) j.

The minus sign says that the ion is pushed along the electron flow, against the conventional current. Here j is the current density at the ion, which near a boundary can differ from the average over the line's cross-section. No mean free path appears, and no assumption was made about what limits the current. In a free-electron gas momentum density and current density are the same sum over states, up to the factor −m/e. Fixing j fixes the momentum that streams past the ion, and the ion intercepts a share of it set by v_F S.

**The valence follows from the field**

The background enters when one asks which field maintains the current. With a relaxation time τ, the steady state balances acceleration against relaxation:

(−eE/ħ) ∂f₀/∂k_z = −δf/τ.

Hence δf = (eEτ/ħ) ∂f₀/∂k_z. Insert this in the current, take τ at the Fermi energy, and integrate by parts, using ∂v_z/∂k_z = ħ/m:

j = −(e²Eτ/ħ) ∫_k v_z ∂f₀/∂k_z = (e²Eτ/ħ) ∫_k f₀ (ħ/m) = n e² τ E/m.

With l = v_F τ, the resistivity ρ = E/j is

ρ = m/(n e² τ) = p_F/(n e² l).

Dividing the force by eE = eρj gives the valence:

Z_w = −p_F S/(e² ρ) = −n S l.

Heating shortens l. Each volt per centimetre then drives a smaller electron drift, and the force per unit field falls. To keep j fixed, the field must rise in proportion to 1/l. In the product

F_w = Z_w e ρ j = −(n S l) e [p_F/(n e² l)] j = −(p_F S/e) j

the mean free path cancels. If the field were held fixed instead, nothing would cancel and the force would fall with l.

The cross-section can also be expressed through a resistivity. A density n_i of scatterers identical to the ion adds n_i S to 1/l, because in this isotropic model scattering rates add. It therefore raises the resistivity by

Δρ = n_i p_F S/(n e²),

and so

Z_w = −(n/n_i) Δρ/ρ.

The numerator does not depend on temperature and the denominator does. Where phonons dominate well above the Debye temperature, ρ grows as T and |Z_w| falls as 1/T. Where static disorder dominates, both are flat. The force at fixed j is the same in both limits.

**A background that is not isotropic**

The force law did not use the relaxation-time form of δf, so it should survive a background that distorts the Fermi sphere unevenly. This was tested by solving the linear Boltzmann equation numerically on 100 directions of the sphere. The ion's cross-section was proportional to 0.3 + 0.24x + 0.15x², with x = cos θ. The background rates between directions were multiplied by a(α)a(α′), where α is the angle from the field and a = 1 + 2cos²α. The ratio F_w/j agreed with −p_F S/e to within one part in 10⁹.

The force at fixed current can depend on the background when the ion's own cross-section depends on where the electron sits on the Fermi surface. Let the ion's cross-section be a constant times b(α)b(α′), with b = 1 + cos²α, and let the background rate be a constant times a(α)a(α′). Write c = cos α. The distortion is odd in c, so electrons scattered in from other directions cancel, and the distortion is proportional to c/a. For the same reason the outgoing momentum drops out of the force. Then

F_w/j ∝ ∫₀¹ (c² b/a) dc / ∫₀¹ (c²/a) dc.

For a = 1 this is 1 + (1/5)/(1/3) = 1.600. For a = 1 + 2c² the integrals of c²/a and c⁴/a are 0.1622 and 0.0855, and the ratio is 1 + 0.527 = 1.527. The force at fixed current is smaller by 4.55 %, in agreement with the numerical solution. The background removes distortion mainly near the field axis, where this ion takes up most momentum. For such an ion, a temperature-dependent anisotropy of the background would make the force at fixed current depend on temperature. For an ion whose cross-section depends only on θ, it would not.

**Thermal smearing**

At finite temperature the current is carried by electrons within a few kT of the Fermi energy E_F, and their momenta differ slightly. Let τ ∝ ε^r, with S independent of energy. The contribution to j at energy ε is weighted by the density of states (∝ ε^(1/2)), by the average of v_z² (∝ ε), and by τ, which together give ε^(3/2+r). The force has one more factor p ∝ ε^(1/2). Therefore

F_w/j ∝ ∫ ε^(2+r) (−f₀′) dε / ∫ ε^(3/2+r) (−f₀′) dε,

where f₀′ is the energy derivative. The magnitude of τ has cancelled again, and only its dependence on energy remains. The Sommerfeld expansion gives, with μ the chemical potential and t = kT/E_F,

∫ ε^q (−f₀′) dε ≈ μ^q [1 + (π²/6) q(q − 1) t²].

The t² terms of numerator and denominator differ by

(2 + r)(1 + r) − (3/2 + r)(1/2 + r) = 5/4 + r,

so the ratio is μ^(1/2) [1 + (π²/6)(5/4 + r) t²]. Fixed density requires μ^(3/2) [1 + (π²/6)(3/4) t²] = E_F^(3/2), and taking the cube root gives μ^(1/2) = E_F^(1/2) [1 − (π²/6)(1/4) t²]. To order t²,

F_w/j = −(p_F S/e) [1 + (π²/6)(1 + r) t²].

For r = 1.5 the coefficient of t² is 4.11. Direct integration at t = 0.02 gives 4.10.

**Numbers for a copper-like line**

The following values are round and lie roughly in the regime of a copper interconnect: n = 8.5×10²² cm⁻³, j = 1 MA/cm², a residual resistivity of 0.5 µΩ cm, and a phonon resistivity of 1.7 µΩ cm at 300 K. The cross-section S = 0.005 nm² is chosen, not computed for copper. The phonon part follows the Bloch–Grüneisen form with Debye temperature Θ = 320 K,

ρ_ph ∝ (T/Θ)⁵ ∫₀^(Θ/T) x⁵/[4 sinh²(x/2)] dx.

For small x the integrand is x³(1 − x²/12), which gives ρ_ph ∝ T [1 − (Θ/T)²/18] at high temperature.

The density fixes p_F = ħ(3π²n)^(1/3) = 1.4345×10⁻²⁴ kg m/s. The force is

|F_w| = (1.4345×10⁻²⁴)(5×10⁻²¹)(10¹⁰)/(1.602×10⁻¹⁹) = 4.48×10⁻¹⁶ N,

or 2.79 µeV/nm. The route through the field gives the same value at each temperature:

300 K: ρ = 2.20 µΩ cm, l = 29.9 nm, Z_w = −12.70, E = 2.200 V/cm
378 K: ρ = 2.69 µΩ cm, l = 24.4 nm, Z_w = −10.38, E = 2.692 V/cm
573 K: ρ = 3.90 µΩ cm, l = 16.9 nm, Z_w = −7.169, E = 3.897 V/cm

At 300 K, 12.70 × 2.200 V/cm corresponds to 27.94 eV/cm. At 573 K, 7.169 × 3.897 V/cm corresponds to 27.94 eV/cm again. With the field held at its 300 K value, the force at 573 K would be 1.58 µeV/nm.

The valence falls to 0.56 of its 300 K value, whereas a 1/T law would give 300/573 = 0.52. The residual resistivity, which does not grow, weakens the fall. The phonon part alone grows by a factor 3.397/1.7 = 2.00, slightly more than 573/300 = 1.91, because the bracket 1 − (Θ/T)²/18 is still rising towards 1.

**What spoils the constancy**

One correction is not a change in the wind. The field also acts on the ion directly, with a force Z_d eρj that grows with resistivity at fixed j. For an assumed Z_d = +1 it opposes the wind with 0.22 µeV/nm at 300 K and 0.39 µeV/nm at 573 K. The total falls in magnitude from 2.57 to 2.40 µeV/nm, by 6.6 %. A total effective valence therefore does not cancel against ρ as the wind valence does.

Thermal expansion lowers n and with it p_F ∝ n^(1/3). For a linear expansion coefficient of 1.7×10⁻⁵ K⁻¹ and fixed S, the wind force falls by 0.46 % between 300 and 573 K. Smearing is smaller: kT/E_F is 0.0070 at 573 K, and r = 1.5 gives a correction of 0.02 %.

An uneven Fermi surface can be sketched with two patches. Let 10 % of the conduction weight belong to a patch where the ion's drag and the phonon scattering rate are both twice those elsewhere. The patch's relaxation time relative to the rest is (0.5 + 1.7)/(0.5 + 3.4) = 0.564 at 300 K and 3.897/7.294 = 0.534 at 573 K. The force at fixed current is proportional to (0.9 + 0.2y)/(0.9 + 0.1y), where y is this ratio, and it falls by 0.28 %. The change is small for two reasons. The patch carries little of the weight, and phonons already dominate at 300 K, so further heating scales both relaxation times almost together.

Real copper lines depart from the model in ways that these figures do not bound. Copper's Fermi surface is not a sphere, and atoms in narrow lines move largely along interfaces and grain boundaries, where the ion's surroundings are not isotropic. Diffuse scattering at an interface also lowers the current density there below the line's average, by a factor that depends on the mean free path. At fixed average current density, the wind force on an ion at the interface can therefore change with temperature. In a Fuchs–Sondheimer film 20 to 100 nm thick with fully diffuse walls and the mean free paths listed above, the ratio of surface to average current density falls by about 3 to 5 % from 378 to 573 K, which is more than the expansion, smearing and patch corrections together. Effective valences quoted for copper are roughly of order one to ten in magnitude, so the chosen S puts the model at the high end of that range or above it. Yet this S is small for the model itself. A unit charge with Yukawa screening adjusted to the Friedel sum rule has S ≈ 0.05 nm² in this electron gas, which would give |Z_w| of order 100. The absolute force is therefore set by the choice of S and is not a prediction. The force is proportional to S: a 10 % change of S on heating, for instance through a change of migration path, would change the wind force by 10 %. The two-patch figure illustrates a mechanism and is not an estimate for copper.

**A constant force is not a constant lifetime**

The drive is weak. At 300 K the wind does work of 2.7×10⁻⁵ kT over a hop of 0.25 nm, so the atomic drift velocity may be taken as linear in the force:

v_atom = D F_w/(kT).

The diffusivity D is thermally activated. For a chosen activation energy of 0.9 eV and a fixed prefactor, D grows by a factor 1.21×10⁴ from 378 to 573 K. With F_w fixed and the direct force left out, the drift velocity grows by

1.21×10⁴ × 378/573 ≈ 8.0×10³.

Including the direct force with Z_d = +1 would lower this factor by about 5 %.

In this model the strong acceleration of electromigration on heating at fixed current density comes from the mobility of the atoms, while the wind that pushes them stays the same. The numerical output below lists the main values of the worked example.

Computed results

```
electron density: 8.50e+22 cm^-3
transport cross-section S: 0.0050 nm^2
current density: 1.00 MA/cm^2
residual resistivity: 0.50 uohm cm
phonon resistivity, 300 K: 1.70 uohm cm
Debye temperature: 320 K
Fermi momentum: 1.4345e-24 kg m/s
Fermi wavenumber: 13.602 nm^-1
Fermi speed: 1.5747e+06 m/s
Fermi energy: 7.049 eV
added resistivity, n_i/n = 0.01: 0.279 uohm cm
T = 300 K: resistivity 2.200 uohm cm
  mean free path 29.88 nm
  wind valence -12.700
  field 2.200 V/cm
  wind force at fixed j -2.7941 ueV/nm
  at the 300 K field -2.7941 ueV/nm
T = 378 K: resistivity 2.692 uohm cm
  mean free path 24.42 nm
  wind valence -10.380
  field 2.692 V/cm
  wind force at fixed j -2.7941 ueV/nm
  at the 300 K field -2.2836 ueV/nm
T = 573 K: resistivity 3.897 uohm cm
  mean free path 16.87 nm
  wind valence -7.169
  field 3.897 V/cm
  wind force at fixed j -2.7941 ueV/nm
  at the 300 K field -1.5772 ueV/nm
wind force at fixed j: -4.477e-16 N
valence ratio 573 K / 300 K: 0.5645
resistivity ratio 573 K / 300 K: 1.7715
smearing coefficient r=-0.5: 0.8232, formula 0.8225
smearing coefficient r=0.0: 1.6442, formula 1.6449
smearing coefficient r=1.5: 4.1014, formula 4.1123
kT/EF at 573 K: 0.00700
smearing correction, 573 K, r=1.5: 0.0202 %
linear expansion coefficient: 1.7e-05 1/K
expansion, force change 300-573 K: -0.462 %
total force, Z_d=+1, 300 K: -2.5741 ueV/nm
total force, Z_d=+1, 573 K: -2.4043 ueV/nm
total force change: -6.59 %
patch: share 0.1, drag x2.0, phonon rate x2.0
two-patch force change 300-573 K: -0.278 %
uneven-ion test, change of F/j: -4.55 %
work per 0.25 nm hop / kT, 300 K: 2.70e-05
electron drift speed / Fermi speed: 4.66e-07
activation energy: 0.90 eV
diffusivity ratio 573 K / 378 K: 1.212e+04
atomic drift ratio 573 K / 378 K: 7.997e+03
```
